# Berreman absorption of a thin free-standing film, part 2

A flat film fills $0<z<d$, with vacuum on both sides unless a substrate is named. A plane wave arrives from $z<0$ at the angle $\theta$ to the normal. The problem is to find the absorptance, the fraction of the incident power neither reflected nor transmitted, and to establish when its first-order form can be trusted.

The film has the local, isotropic relative permittivity $\varepsilon=\varepsilon'+i\varepsilon''$. Fields vary as $e^{-i\omega t}$, $c$ is the speed of light, $\varepsilon_0$ is the vacuum permittivity, and

$$k=\frac{\omega}{c},\qquad \delta=kd,\qquad s=\sin\theta,\qquad C=\cos\theta .$$

In p polarization the electric field has components $E_x$ along the film and $E_z$ normal to it. The magnetic field, along $y$, is multiplied by the vacuum impedance and called $H$, so it has the unit of an electric field. For an incident wave with $H=1$ at the front face, $r$ is the reflected amplitude of $H$ there and $t$ the transmitted amplitude at the rear face. In vacuum, $E_x=CH$ for a wave travelling towards larger $z$ and $E_x=-CH$ for the opposite direction. Inside the film

$$\frac{dH}{dz}=ik\varepsilon E_x,\qquad \frac{dE_x}{dz}=ik\left(1-\frac{s^2}{\varepsilon}\right)H,\qquad E_z=-\frac{sH}{\varepsilon}. \tag{1}$$

To first order in $\delta$, the p-polarized absorptance is $A_p=x+y$, with

$$x=\delta\,\frac{s^2}{C}\,\mathrm{Im}\left(-\frac1\varepsilon\right),\qquad y=\delta C\varepsilon'' . \tag{5}$$

The Berreman term $x$ is the heat produced by the normal field, and $y$ is that produced by the parallel field. If the permittivities along the normal and in the plane differ, $x$ contains the normal one, $\varepsilon_z$, and $y$ the in-plane one. In s polarization

$$A_s=\frac{\delta\varepsilon''}{C}+O(\delta^2). \tag{8}$$

If $\varepsilon$ varies with $z$,

$$A_p=k\left[C\int_0^d\varepsilon''dz+\frac{s^2}{C}\int_0^d\mathrm{Im}\left(-\frac1\varepsilon\right)dz\right]+O(\delta^2). \tag{10}$$

For a uniform film on a lossless substrate of refractive index $n_s\ge1$, let $Z=\sqrt{n_s^2-s^2}/n_s^2$. The bare interface between vacuum and substrate reflects the amplitude $r_0$ of $H$, and the film absorbs $A_p$:

$$r_0=\frac{C-Z}{C+Z}. \tag{11}$$

$$A_p=(1+r_0)^2x+(1-r_0)^2y+O(\delta^2). \tag{12}$$

### (f) What limits the absorption when $x$ is no longer small?

Solve the slab at arbitrary thickness by using its mirror symmetry. Find the second-order terms, and the behaviour for vanishing $\varepsilon$ and at grazing incidence.

**Solution.** Let $\zeta=z-d/2$ be measured from the middle of the film. Combining the two field equations gives $d^2H/d\zeta^2=-q^2H$ with $q^2=k^2(\varepsilon-s^2)$. Send waves of equal strength onto both faces.

If both incident waves have $H=1$, then $H$ is even, and each side emits $\rho_e=r+t$. Inside, $H\propto\cos q\zeta$, and $E_x=(ik\varepsilon)^{-1}dH/d\zeta\propto i(q/k\varepsilon)\sin q\zeta$. At the right face

$$\frac{E_x}{H}=i\eta,\qquad \eta=\frac{q}{k\varepsilon}\tan\frac{qd}{2}.$$

Outside that face, the incoming wave has $E_x=-C$ and the outgoing wave $E_x=C\rho_e$. Thus $C(\rho_e-1)=i\eta(1+\rho_e)$, or

$$\rho_e=\frac{C+i\eta}{C-i\eta}.$$

If the wave from the left has the opposite sign, $H$ is odd, and the right side emits $\rho_o=r-t$. Now $H\propto\sin q\zeta$ and $E_x\propto-i(q/k\varepsilon)\cos q\zeta$, so $H/E_x=i\chi$ at the right face, with $\chi=(k\varepsilon/q)\tan(qd/2)$. Then $1+\rho_o=iC\chi(\rho_o-1)$, or

$$\rho_o=-\frac{1+iC\chi}{1-iC\chi}.$$

Since $|r|^2+|t|^2=\frac12(|\rho_e|^2+|\rho_o|^2)$, the absorptance is $\frac12(1-|\rho_e|^2)+\frac12(1-|\rho_o|^2)$. With $|C-i\eta|^2-|C+i\eta|^2=4C\,\mathrm{Im}\,\eta$, and the corresponding identity for $\chi$,

$$A_p=\frac{2C\,\mathrm{Im}\,\eta}{|C-i\eta|^2}+\frac{2C\,\mathrm{Im}\,\chi}{|1-iC\chi|^2}. \tag{13}$$

This holds at any thickness for the local slab. Neither term can exceed one half, because $|\rho_e|^2$ and $|\rho_o|^2$ cannot be negative.

For $|qd|\ll1$, replace the tangent by its argument. The relative error of this step is of order $\delta^2$, and

$$\eta\simeq\frac\delta2\left(1-\frac{s^2}{\varepsilon}\right),\qquad \chi\simeq\frac{\delta\varepsilon}{2}.$$

Then $2\,\mathrm{Im}\,\eta/C=x$ and $2C\,\mathrm{Im}\,\chi=y$, so

$$A_p\simeq\frac{x}{(1+x/2)^2+(\mathrm{Re}\,\eta/C)^2}+\frac{y}{(1+y/2)^2+(C\,\mathrm{Re}\,\chi)^2}. \tag{14}$$

The squared real parts are of order $\delta^2$ and multiply $x$ or $y$, so they first matter at third order. Expanding the rest gives

$$A_p=x+y-x^2-y^2+O(\delta^3). \tag{15}$$

For purely imaginary $\varepsilon$, $\mathrm{Re}\,\eta=\delta/2$. If $\delta/C$ is small, the first term of (14) is $x/(1+x/2)^2$. Its derivative vanishes at $x=2$, where it equals one half. If $\varepsilon''$ is lowered further at fixed $d$ and $\theta$, $x$ grows without limit while the absorptance falls as $4/x$. The first-order law diverges there; the film itself reradiates the power faster than it can turn it into heat.

At fixed film and frequency, the first term of (13) vanishes in proportion to $C$ as $\theta\to90^\circ$. Near grazing incidence $s^2\simeq1$ and $\eta$ is nearly constant. Dividing numerator and denominator by $C$ leaves the denominator $C+2\,\mathrm{Im}\,\eta+|\eta|^2/C$, which is smallest at $C=|\eta|$. This fixes the angle of greatest absorption when the parallel term is negligible.

### (g) Where is the peak of a film with free carriers?

Use the Drude permittivity with background $\varepsilon_\infty$, bare plasma frequency $\omega_p$ and damping rate $\gamma$:

$$\varepsilon=\varepsilon_\infty-\frac{\omega_p^2}{\omega^2+i\gamma\omega},\qquad \Omega=\frac{\omega_p}{\sqrt{\varepsilon_\infty}}.$$

**Solution.** Put $W=\omega^2+i\gamma\omega$. Then $\varepsilon=\varepsilon_\infty(W-\Omega^2)/W$, and

$$-\frac1\varepsilon=-\frac1{\varepsilon_\infty}\left[1+\frac{\Omega^2}{\omega^2-\Omega^2+i\gamma\omega}\right].$$

Its imaginary part is

$$L=\mathrm{Im}\left(-\frac1\varepsilon\right)=\frac{\Omega^2}{\varepsilon_\infty}\,\frac{\gamma\omega}{(\omega^2-\Omega^2)^2+\gamma^2\omega^2}. \tag{16}$$

Let $u=\omega^2$, and let $D$ be the last denominator. The maximum of $\omega/D$ requires $D=\omega\,dD/d\omega$, that is

$$(u-\Omega^2)^2+\gamma^2u=4u(u-\Omega^2)+2\gamma^2u .$$

Collecting terms gives $3u^2-(2\Omega^2-\gamma^2)u-\Omega^4=0$, whose positive root is

$$\omega^2=\frac{2\Omega^2-\gamma^2+\sqrt{(2\Omega^2-\gamma^2)^2+12\Omega^4}}{6}\simeq\Omega^2-\frac{\gamma^2}{4}. \tag{17}$$

The approximation holds for $\gamma\ll\Omega$, where the square root is about $4\Omega^2-\gamma^2/2$. Since $\varepsilon'=\varepsilon_\infty-\omega_p^2/(\omega^2+\gamma^2)$, the zero of $\varepsilon'$ lies at $\omega^2=\Omega^2-\gamma^2$, slightly below the peak. At $\omega=\Omega$, (16) gives $L=\Omega/(\varepsilon_\infty\gamma)$, close to the maximum for weak damping.

The Berreman term contains $\delta=\omega d/c$ as well. Dividing numerator and denominator of (16) by $\omega^2$ shows that

$$\omega L=\frac{\Omega^2}{\varepsilon_\infty}\,\frac{\gamma}{(\omega-\Omega^2/\omega)^2+\gamma^2}. \tag{18}$$

At fixed angle, $x$ therefore peaks at $\omega=\Omega$. Its half-height points satisfy $\omega-\Omega^2/\omega=\pm\gamma$, with positive roots $\omega=\sqrt{\Omega^2+\gamma^2/4}\pm\gamma/2$. Their distance is $\gamma$.

The parallel terms behave differently. From $\varepsilon''=\omega_p^2\gamma/[\omega(\omega^2+\gamma^2)]$, $\delta\varepsilon''$ is proportional to $1/(\omega^2+\gamma^2)$ and falls steadily with frequency. Hence $y$, and the first-order $A_s$, have no peak at $\Omega$.

### (h) How large is the peak in a 10 nm transparent conductor?

Take a carrier density $n=10^{21}\ \mathrm{cm^{-3}}$, an optical mass $m$ of 0.35 electron masses, $\varepsilon_\infty=4$, a mobility $\mu=30\ \mathrm{cm^2/Vs}$ and $\theta=45^\circ$. These are rough typical values for heavily tin-doped indium oxide.

**Solution.** From $\omega_p^2=ne^2/(\varepsilon_0m)$ and $\gamma=e/(m\mu)$, with $e$ the elementary charge, $\hbar\omega_p=1.985$ eV and $\hbar\gamma=0.110$ eV. Hence $\hbar\Omega=1.985/\sqrt4\simeq0.992$ eV. The real part of $\varepsilon$ vanishes at 0.986 eV, and $L$ peaks at 0.991 eV, or 1251 nm. There $L=2.252$, $\varepsilon=0.037+0.441i$ and $\delta=0.0502$, so

$$x=0.0502\times2.252\times\frac{0.5}{0.707}=0.080,\qquad y=0.0502\times0.441\times0.707=0.0157 .$$

The first-order absorptance is 9.56%. Equation (15) lowers it to 8.90%, and the full slab solution gives 8.93%. The first-order law is thus about 7% too high, relative to the full solution. At other energies, with angle and thickness fixed, the comparison is:

| Energy (eV) | First order (%) | Full slab (%) |
|---|---:|---:|
| 0.8 | 2.88 | 2.82 |
| 0.9 | 3.84 | 3.76 |
| 1.0 | 9.39 | 8.78 |
| 1.1 | 3.07 | 3.03 |

At the energy of the loss peak, s-polarized light is absorbed to 3.03%. If the normal permittivity alone is replaced by the constant 4, the p-polarized value falls from 8.93% to 1.54%, close to $y$. This confirms numerically that the normal response carries the peak.

With film and energy held fixed, the absorptance is greatest at $86.6^\circ$, where it reaches 48.6%. It stays below one half because $\mathrm{Re}\,\eta$ does not vanish, while the parallel term adds very little at that angle.

### (i) What does the model leave out, and how much does it matter?

Estimate the effects of electron pressure, depleted faces, surface scattering, density variation and a glass substrate.

**Solution.** Electron pressure makes the response nonlocal. In the hydrodynamic model, the free-carrier polarization $P$, in units of $\varepsilon_0$, obeys

$$\beta^2P''+WP=-\omega_p^2E_z,\qquad E_z=\frac{D_z-P}{\varepsilon_\infty},$$

where primes denote $d/dz$, $D_z$ is the uniform displacement and $\beta^2=\frac35v_F^2$ for a degenerate gas of Fermi velocity $v_F$. Eliminating $E_z$ gives $\beta^2P''+(W-\Omega^2)P=-\Omega^2D_z$. No current crosses the faces, so $P=0$ there, and the modes are $\sin(j\pi z/d)$ with integer $j$. For the lowest one, $\Omega^2$ is replaced by $\Omega^2+(\pi\beta/d)^2$, a shift of about $(\pi\beta/d)^2/(2\Omega)$.

The mean free path $v_F/\gamma$ is 6.11 nm, so $\hbar v_F=6.11\times0.110\simeq0.67$ eV nm and $\hbar\beta\simeq0.52$ eV nm. The estimated shift is 0.0135 eV; the full solution of this model gives 0.014 eV, with the height of the loss peak reduced to 0.82 of its local value. The mode shape alone would give nearly the same reduction: a uniform drive has the expansion coefficient $4/\pi$ on the lowest sine, whose mean is $2/\pi$, so that mode carries $8/\pi^2\simeq0.81$ of the response.

Charge trapped at the faces can empty a layer of width $w$. Integrating Poisson's equation across a fully depleted layer gives the band bending $\phi=enw^2/(2\varepsilon_0\varepsilon_s)$. For an assumed $\phi=0.5$ V and static permittivity $\varepsilon_s=9$, this formula gives $w=0.7$ nm. Two such layers, if empty and lossless, would leave $1-2(0.705)/10=0.86$ of the first-order absorption, by (10). This is only a rough guide. In a parabolic band of this mass the Fermi energy is 1.04 eV, so a bending of 0.5 V thins out the carriers at the face without removing them all. The partly depleted region reaches deeper than $w$, and its lower density shifts its own loss peak to lower energy, so the peak of the film can fall further than this figure suggests.

Diffuse scattering at the faces is estimated with the thick-film Fuchs correction, which multiplies the damping by $1+3(6.11)/(8\times10)=1.23$ and lowers the loss peak to 0.81 of its height. This is only a rough figure. The formula was made for steady current along a film thicker than the mean free path, whereas the loss peak comes from motion normal to the film, which the faces may damp by a different amount. A mobility measured on the film itself already includes this scattering for in-plane motion.

Because $\Omega\propto\sqrt n$ at fixed mass, 10% more carriers move the peak by 0.048 eV, the largest energy shift estimated here. On glass of index 1.5, (11) and (12) multiply $x$ by 1.19 and $y$ by 0.82, so the Berreman term rises from 8.0% to about 9.5%. The thermal shift of the chemical potential is slight: with a Fermi energy of 1.04 eV, its relative size at 300 K is about $5\times10^{-4}$.

Real tin-doped indium oxide films normally rest on a substrate, and the density chosen here is near the upper end of their usual range. Their conduction band is not parabolic, so the mass of 0.35 is an effective value for this density. The damping near 1 eV may also differ from that inferred from the steady-current mobility; for weak damping the height of the loss peak varies as $1/\gamma$. The absorptance peak changes less, because $y$ grows with $\gamma$ and reradiation limits the normal-field term. The spacing of the confined electron levels at the Fermi energy, $\pi\hbar v_F/d=0.21$ eV, exceeds $\hbar\gamma$. A bulk permittivity is therefore an uncertain description at 10 nm, and its error has not been calculated. The 8.9% is the answer of the local model, and the estimates above suggest changes of some ten to twenty per cent of the peak from several causes separately. The numerical output lists the values used.

## Values computed for the example and the checks

```
carrier density (input): 1e+21 cm^-3
optical mass (input): 0.35 electron masses
eps_inf (input): 4
mobility (input): 30 cm2/Vs
film thickness (input): 10 nm
angle of incidence (input): 45 deg
bare plasma energy: 1.985 eV
screened plasma energy: 0.9924 eV
damping energy: 0.1103 eV
zero of Re eps: 0.9863 eV
peak of Im(-1/eps): 0.9909 eV
wavelength of that peak: 1251 nm
height of Im(-1/eps): 2.252
full width at half maximum: 0.1102 eV
Re eps at loss peak: 0.0367
Im eps at loss peak: 0.441
delta = k d at loss peak: 0.05022
Berreman term, first order: 7.996 %
parallel term, first order: 1.566 %
first-order sum: 9.562 %
sum with second-order terms: 8.898 %
exact p absorptance at loss peak: 8.928 %
exact s absorptance at loss peak: 3.035 %
exact p absorptance, eps_z = eps_inf: 1.542 %
energy of exact p maximum: 0.9918 eV
exact p maximum: 8.93 %
at 0.8 eV: first order 2.878 %, exact 2.816 %
at 0.9 eV: first order 3.842 %, exact 3.765 %
at 1.0 eV: first order 9.393 %, exact 8.782 %
at 1.1 eV: first order 3.074 %, exact 3.026 %
at 1.2 eV: first order 1.695 %, exact 1.680 %
angle of greatest absorption: 86.55 deg
absorptance at that angle: 48.59 %
Fermi energy, parabolic band: 1.04 eV
pressure: peak shift: 0.014 eV
pressure: one-mode shift estimate: 0.0135 eV
pressure: height relative to local: 0.819
band bending (input): 0.5 V
static permittivity (input): 9
depletion width per face: 0.705 nm
depletion: remaining peak fraction: 0.859
mean free path: 6.11 nm
diffuse faces: damping factor: 1.23
diffuse faces: relative peak height: 0.814
subband spacing at Fermi level: 0.212 eV
thermal smearing at 300 K, relative: 0.00051
10% more carriers: peak shift: 0.0484 eV
glass index (input): 1.5
glass: factor on Berreman term: 1.19
glass: factor on parallel term: 0.824
```
